# Why Ferrimagnetic Domain Walls Move Fastest near Angular-Momentum Compensation: test program

```python
"""
Result under test: steady speed of a ferrimagnetic Neel wall driven by
spin-orbit torque,
    v = (pi/2) / sqrt((G/(width*tau))**2 + (delta/D)**2),
which peaks where the net spin density delta vanishes.
Sublattice 0 is Co, sublattice 1 is Gd. Symbols:
  s_i = M_i/gamma_i   spin density;  delta = s_0 - s_1
  G = sum alpha_i s_i damping density
  tau                 absorbed spin torque per volume
  D                   interfacial DMI;  width = sqrt(A/K)
  lam                 intersublattice exchange energy density
  kappa               hard-axis (y) anisotropy, used to block wall tilt
The independent check integrates both Landau-Lifshitz-Gilbert equations on
a grid, with no wall coordinates. SI units inside; parameters are rough
typical values for a thin GdCo film on Pt.
"""
import numpy as np
from scipy.constants import hbar, e, mu_0, physical_constants
from scipy.optimize import brentq, minimize_scalar

mu_B = physical_constants["Bohr magneton"][0]
g_factor = np.array([2.2, 2.0])
gyro = g_factor * mu_B / hbar
M_zero = np.array([900e3, 1100e3])
exponent = np.array([0.4, 0.7])
T_curie = 500.0
alpha = np.array([0.05, 0.05])
A, K, D, lam = 10e-12, 100e3, 0.1e-3, 3e7
film, theta_SH, J = 5e-9, 0.15, 1e12
width = np.sqrt(A / K)
tau = hbar * theta_SH * J / (2 * e * film)


def sublattices(T):
    M = M_zero * (1 - T / T_curie) ** exponent
    return M, M / gyro


def net_spin(T):
    s = sublattices(T)[1]
    return s[0] - s[1]


def net_moment(T):
    M = sublattices(T)[0]
    return M[0] - M[1]


def damping(T):
    return float(np.dot(alpha, sublattices(T)[1]))


def speed(T, torque=tau):
    return (np.pi / 2) / np.hypot(damping(T) / (width * torque),
                                  net_spin(T) / D)


def untilted_speed(T, torque=tau):
    return np.pi * width * torque / (2 * damping(T))


def tilt(T, torque=tau):
    return np.arcsin(2 * net_spin(T) * speed(T, torque) / (np.pi * D))


T_A = brentq(net_spin, 100, 450)
T_M = brentq(net_moment, 100, 450)
T_cold, T_hot = T_A - 120, T_A + 60

# Full two-sublattice dynamics, all cases advanced together.
# name: (temperature, torque, field in T, DMI, kappa, exchange, one-sided)
B_test, kappa_test, lam_weak = 0.1, 0.5 * K, 1e6
cases = {
    "cold": (T_cold, tau, 0, D, 0, lam, False),
    "T_M": (T_M, tau, 0, D, 0, lam, False),
    "T_A": (T_A, tau, 0, D, 0, lam, False),
    "hot": (T_hot, tau, 0, D, 0, lam, False),
    "half": (T_M, tau / 2, 0, D, 0, lam, False),
    "blocked": (T_cold, tau, 0, D, kappa_test, lam, False),
    "onesided": (T_hot, tau, 0, D, 0, lam, True),
    "field_free": (T_hot, 0, B_test, 0, 0, lam, False),
    "field_held": (T_hot, 0, B_test, 0, kappa_test, lam, False),
    "weak": (T_A, tau, 0, D, 0, lam_weak, False),
}
names = list(cases)
n_case, n_cell, dx = len(names), 190, 2.5e-9
M_c, s_c, a_c, t_c = (np.zeros((2, n_case, 1)) for _ in range(4))
B_c, D_c, k_c, l_c = (np.zeros((1, n_case, 1)) for _ in range(4))
for j, name in enumerate(names):
    T, torque, field, dmi, kap, exch, one_sided = cases[name]
    M_c[:, j, 0], s_c[:, j, 0] = sublattices(T)
    if one_sided:
        a_c[:, j, 0] = [damping(T) / s_c[0, j, 0], 0.0]
        t_c[:, j, 0] = [torque, 0.0]
    else:
        a_c[:, j, 0] = alpha
        t_c[:, j, 0] = torque / 2
    B_c[0, j, 0], D_c[0, j, 0] = field, dmi
    k_c[0, j, 0], l_c[0, j, 0] = kap, exch
zeeman = B_c * M_c
inv_s, torque_rate = 1 / s_c, t_c / s_c
gilbert = 1 / (1 + a_c ** 2)


def cross(a, b):
    out = np.empty_like(a)
    out[0] = a[1] * b[2] - a[2] * b[1]
    out[1] = a[2] * b[0] - a[0] * b[2]
    out[2] = a[0] * b[1] - a[1] * b[0]
    return out


def rate(m):
    step = m[..., 1:] - m[..., :-1]
    lap = np.zeros_like(m)
    lap[..., :-1] += step
    lap[..., 1:] -= step
    slope = np.zeros_like(m)
    slope[..., 1:-1] = (step[..., 1:] + step[..., :-1]) / (2 * dx)
    grad = l_c * m[:, ::-1] - (A / dx ** 2) * lap   # dU/dm
    grad[0] += D_c * slope[2]
    grad[1] += k_c * m[1]
    grad[2] -= K * m[2] + D_c * slope[0] + zeeman
    r = cross(m, grad) * inv_s - torque_rate * m[1] * m
    r[1] += torque_rate
    return (r + a_c * cross(m, r)) * gilbert


x = np.arange(n_cell) * dx
profile = (x - 120e-9) / width
m = np.zeros((3, 2, n_case, n_cell))
m[0, 0], m[2, 0] = 1 / np.cosh(profile), -np.tanh(profile)
m[:, 1] = -m[:, 0]
dt, n_step, n_mark = 0.16e-12, 2500, 1875
for k in range(n_step):
    if k == n_mark:
        mark = m[2, 0].sum(axis=-1)
    k1 = rate(m)
    k2 = rate(m + 0.5 * dt * k1)
    k3 = rate(m + 0.5 * dt * k2)
    k4 = rate(m + dt * k3)
    m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    m /= np.sqrt((m * m).sum(axis=0))
moved = (m[2, 0].sum(axis=-1) - mark) * dx / 2
v_sim = dict(zip(names, moved / ((n_step - n_mark) * dt)))
core = (1 - m[2, 0] ** 2) ** 2
phi_sim = dict(zip(names, np.arctan2((core * m[1, 0]).sum(axis=-1),
                                     (core * m[0, 0]).sum(axis=-1))))

# Collective-coordinate predictions.
v_th = {n: speed(cases[n][0], cases[n][1])
        for n in ("cold", "T_M", "T_A", "hot", "half", "onesided")}
dmi_torque = np.pi * D / (2 * width)
phi_blocked = brentq(
    lambda p: dmi_torque * np.sin(p) + kappa_test * np.sin(2 * p)
    - net_spin(T_cold) * untilted_speed(T_cold) * np.cos(p) / width,
    -0.7, 0.7)
v_th["blocked"] = untilted_speed(T_cold) * np.cos(phi_blocked)
G_hot, d_hot = damping(T_hot), net_spin(T_hot)
push = B_test * net_moment(T_hot)
v_th["field_free"] = width * push * G_hot / (G_hot ** 2 + d_hot ** 2)
v_th["field_held"] = width * push / G_hot

# Tolerance 5%: the rigid profile omits distortions of order tau/K and
# D/sqrt(A K), both about 0.1 here, which enter the speed at a few percent.
for name, value in v_th.items():
    assert abs(v_sim[name] / value - 1) < 0.05, (name, v_sim[name], value)
for name in ("cold", "T_M", "T_A", "hot"):
    gap = phi_sim[name] - tilt(cases[name][0])
    assert abs(gap) < 0.12, (name, phi_sim[name], gap)
assert v_sim["T_A"] > max(v_sim["cold"], v_sim["T_M"], v_sim["hot"])
assert v_sim["blocked"] > 1.5 * v_sim["cold"]


def limit_speed(T, exchange):
    return np.sqrt(8 * A * exchange) / sublattices(T)[1].sum()


v0_A = untilted_speed(T_A)
c_A, c_weak = limit_speed(T_A, lam), limit_speed(T_A, lam_weak)
ratio_th = np.sqrt((1 + (v0_A / c_A) ** 2) / (1 + (v0_A / c_weak) ** 2))
ratio_sim = v_sim["weak"] / v_sim["T_A"]
assert abs(ratio_sim - ratio_th) < 0.015, (ratio_sim, ratio_th)


# Peak of the temperature sweep and its leading-order displacement.
def peak_temperature(torque, low, high):
    return minimize_scalar(lambda T: -speed(T, torque), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-7}).x


def shift_formula(torque):
    h = 0.01
    dG = (damping(T_A + h) - damping(T_A - h)) / (2 * h)
    dd = (net_spin(T_A + h) - net_spin(T_A - h)) / (2 * h)
    return -(D / (width * torque)) ** 2 * damping(T_A) * dG / dd ** 2


# The formula is a leading-order one, so it is tested where the shift is small.
small_shift = peak_temperature(10 * tau, T_A - 5, T_A + 5) - T_A
assert abs(small_shift / shift_formula(10 * tau) - 1) < 0.02
T_peak = peak_temperature(tau, 200, 400)


def edge(T, sign):
    return net_spin(T) - sign * damping(T) * D / (width * tau)


T_low = brentq(lambda T: edge(T, -1), 150, T_A)
T_high = brentq(lambda T: edge(T, 1), T_A, 440)

# Surface heating by constant flux: 2 q sqrt(t/(pi k C)), checked on a grid.
u, hx, ht = np.zeros(200), 0.05, 0.001
for _ in range(1000):
    new = u.copy()
    new[1:-1] += ht / hx ** 2 * (u[2:] - 2 * u[1:-1] + u[:-2])
    new[0] += ht * (2 * (u[1] - u[0]) / hx ** 2 + 2 / hx)
    u = new
assert abs(u[0] / (2 / np.sqrt(np.pi)) - 1) < 0.01
rho_Pt, d_Pt, pulse = 3e-7, 4e-9, 2e-9
flux = rho_Pt * J ** 2 * d_Pt


def heating(conductivity, heat_capacity):
    return 2 * flux * np.sqrt(pulse / (np.pi * conductivity * heat_capacity))


k_ox, k_Si, C_sub = 1.4, 140.0, 1.6e6


def magnetostatic_ratio(T):
    shape = film / (film + np.pi * width)   # elliptic-cylinder estimate
    return mu_0 * net_moment(T) ** 2 * shape / dmi_torque


B_oersted, B_pin = mu_0 * J * d_Pt / 2, 0.01
M_A = net_moment(T_A)

print(f"g Co, Gd: {g_factor[0]}, {g_factor[1]}; Curie T: {T_curie:.0f} K")
print(f"M at 0 K, Co, Gd: {M_zero[0]/1e3:.0f}, {M_zero[1]/1e3:.0f} kA/m")
print(f"power-law exponents Co, Gd: {exponent[0]}, {exponent[1]}")
print(f"damping alpha Co, Gd: {alpha[0]}, {alpha[1]}")
print(f"A: {A*1e12:.0f} pJ/m; K: {K/1e3:.0f} kJ/m3; D: {D*1e3:.2f} mJ/m2")
print(f"intersublattice exchange lambda: {lam/1e6:.0f} MJ/m3")
print(f"film: {film*1e9:.0f} nm; spin Hall angle: {theta_SH}")
print(f"current density J: {J/1e4:.1e} A/cm2")
print(f"wall width parameter: {width*1e9:.1f} nm")
print(f"torque density tau: {tau/1e3:.2f} kJ/m3")
print(f"T_M (M=0): {T_M:.1f} K; T_A (delta=0): {T_A:.1f} K")
print(f"at T_A: net M {M_A/1e3:.1f} kA/m, G {damping(T_A):.3e} J s/m3")
print(f"half-width in delta at T_A: {damping(T_A)*D/(width*tau):.3e} J s/m3")
for name in ("cold", "T_M", "T_A", "hot"):
    T = cases[name][0]
    print(f"T={T:.1f} K: delta {net_spin(T):.2e}, G {damping(T):.2e} J s/m3,"
          f" v0 {untilted_speed(T):.0f} m/s")
    print(f"  v formula {v_th[name]:.0f}, simulated {v_sim[name]:.0f} m/s;"
          f" tilt {np.degrees(tilt(T)):.1f}, sim."
          f" {np.degrees(phi_sim[name]):.1f} deg")
for name, text in (("half", "half current at T_M"),
                   ("blocked", "tilt blocked, coldest T"),
                   ("onesided", "torque+damping on Co only, hottest T"),
                   ("field_free", "field, free precession, hottest T"),
                   ("field_held", "field, azimuth held, hottest T")):
    print(f"{text}: formula {v_th[name]:.0f}, sim. {v_sim[name]:.0f} m/s")
print(f"test field: {B_test*1e3:.0f} mT; kappa: {kappa_test/1e3:.0f} kJ/m3")
print(f"peak of v(T): {speed(T_peak):.0f} m/s at {T_peak:.1f} K")
print(f"peak shift from T_A: {T_peak-T_A:.1f} K;"
      f" leading order {shift_formula(tau):.1f} K")
print(f"v = v0/sqrt(2) at {T_low:.1f} K and {T_high:.1f} K")
for factor in (0.5, 1, 2):
    print(f"J={factor*J/1e4:.1e} A/cm2: v(T_A) {speed(T_A, factor*tau):.0f},"
          f" v(T_M) {speed(T_M, factor*tau):.0f} m/s")
print(f"saturation speed at T_M: {np.pi*D/(2*abs(net_spin(T_M))):.0f} m/s")
print(f"limiting speed c at T_A: {c_A:.0f} m/s;"
      f" speed loss {100*(1-1/np.sqrt(1+(v0_A/c_A)**2)):.2f} %")
print(f"weak exchange {lam_weak/1e6:.0f} MJ/m3: c {c_weak:.0f} m/s,"
      f" v ratio {ratio_th:.3f}, sim. {ratio_sim:.3f}")
print(f"heating inputs: Pt {d_Pt*1e9:.0f} nm, {rho_Pt*1e8:.0f} uOhm cm,"
      f" pulse {pulse*1e9:.0f} ns")
print(f"substrate k oxide, Si: {k_ox}, {k_Si:.0f} W/(m K);"
      f" C {C_sub/1e6:.1f} MJ/(m3 K)")
print(f"heating on thick oxide: {heating(k_ox, C_sub):.0f} K;"
      f" on bare Si: {heating(k_Si, C_sub):.1f} K")
print(f"magnetostatic/DMI torque: {100*magnetostatic_ratio(T_A):.1f} % at T_A,"
      f" {100*magnetostatic_ratio(T_hot):.1f} % at hottest T")
print(f"Oersted field: {B_oersted*1e3:.1f} mT;"
      f" its torque/DMI torque {100*M_A*B_oersted*width/D:.1f} %")
print(f"pinning, {B_pin*1e3:.0f} mT at T_A, over drive:"
      f" {100*M_A*B_pin/(np.pi*tau/2):.1f} %")
print(f"domain tilt by torque: {np.degrees(0.5*np.arcsin(tau/K)):.1f} deg")
print(f"DMI/wall energy pi D/(4 sqrt(AK)): {np.pi*D/(4*np.sqrt(A*K)):.3f}")
print("success")
```

Output:

```
g Co, Gd: 2.2, 2.0; Curie T: 500 K
M at 0 K, Co, Gd: 900, 1100 kA/m
power-law exponents Co, Gd: 0.4, 0.7
damping alpha Co, Gd: 0.05, 0.05
A: 10 pJ/m; K: 100 kJ/m3; D: 0.10 mJ/m2
intersublattice exchange lambda: 30 MJ/m3
film: 5 nm; spin Hall angle: 0.15
current density J: 1.0e+08 A/cm2
wall width parameter: 10.0 nm
torque density tau: 9.87 kJ/m3
T_M (M=0): 243.9 K; T_A (delta=0): 313.6 K
at T_A: net M 55.1 kA/m, G 3.135e-07 J s/m3
half-width in delta at T_A: 3.175e-07 J s/m3
T=193.6 K: delta -6.15e-07, G 4.13e-07 J s/m3, v0 375 m/s
  v formula 211, simulated 212 m/s; tilt -55.8, sim. -55.0 deg
T=243.9 K: delta -3.56e-07, G 3.74e-07 J s/m3, v0 415 m/s
  v formula 302, simulated 303 m/s; tilt -43.2, sim. -42.3 deg
T=313.6 K: delta 0.00e+00, G 3.14e-07 J s/m3, v0 495 m/s
  v formula 495, simulated 490 m/s; tilt 0.0, sim. 0.1 deg
T=373.6 K: delta 2.95e-07, G 2.54e-07 J s/m3, v0 611 m/s
  v formula 401, simulated 403 m/s; tilt 49.0, sim. 48.3 deg
half current at T_M: formula 188, sim. 187 m/s
tilt blocked, coldest T: formula 368, sim. 361 m/s
torque+damping on Co only, hottest T: formula 401, sim. 403 m/s
field, free precession, hottest T: formula 166, sim. 165 m/s
field, azimuth held, hottest T: formula 391, sim. 386 m/s
test field: 100 mT; kappa: 50 kJ/m3
peak of v(T): 503 m/s at 325.3 K
peak shift from T_A: 11.7 K; leading order 11.7 K
v = v0/sqrt(2) at 238.6 K and 367.0 K
J=5.0e+07 A/cm2: v(T_A) 247, v(T_M) 188 m/s
J=1.0e+08 A/cm2: v(T_A) 495, v(T_M) 302 m/s
J=2.0e+08 A/cm2: v(T_A) 989, v(T_M) 390 m/s
saturation speed at T_M: 441 m/s
limiting speed c at T_A: 7813 m/s; speed loss 0.20 %
weak exchange 1 MJ/m3: c 1427 m/s, v ratio 0.947, sim. 0.943
heating inputs: Pt 4 nm, 30 uOhm cm, pulse 2 ns
substrate k oxide, Si: 1.4, 140 W/(m K); C 1.6 MJ/(m3 K)
heating on thick oxide: 40 K; on bare Si: 4.0 K
magnetostatic/DMI torque: 3.3 % at T_A, 10.8 % at hottest T
Oersted field: 2.5 mT; its torque/DMI torque 1.4 %
pinning, 10 mT at T_A, over drive: 3.6 %
domain tilt by torque: 2.8 deg
DMI/wall energy pi D/(4 sqrt(AK)): 0.079
success
```
